# From LS mixing to 2p3/2² decoupling in beryllium-like ions

**Question**

I am working through an exercise on beryllium-like ions: diagonalize the J = 0 states $2s^2$, $2p_{1/2}^2$ and $2p_{3/2}^2$ above a closed $1s^2$ core. I am supposed to find that the two $2p^2$ amplitudes in the ground state stand as $1:\sqrt2$ at low $Z$, and that $2p_{3/2}^2$ drops out at high $Z$.

I don't see how to get the off-diagonal elements with reliable signs. I also don't see what sets the charge at which the change occurs. The fine structure grows as $Z^4$, but what must it be compared with? And why doesn't $2p_{1/2}^2$ drop out too?

**Answer**

The fine structure competes with the gap between the ground state and the $2p^2\,{}^3P_0$ state. That gap comes from electron repulsion. To first order in the repulsion and leading order in $Z\alpha$, it grows as $Z$. The $2p_{1/2}^2$ pair stays because bare $2s$ and $2p_{1/2}$ are degenerate in the Dirac spectrum of a point nucleus.

I use hydrogenic Dirac orbitals and treat the Coulomb repulsion to first order within the $n=2$ states. The Breit interaction, QED, nuclear size and higher orders in the repulsion are left out. Units are hartree atomic units.

**The space and the signs**

Two electrons with different $j$ cannot couple to $J=0$, and $2s\,2p_{1/2}$ has odd parity. Your three states are therefore the complete even $J=0$ set with two $n=2$ electrons. I define each pair as

$$|a^2\rangle=\frac{1}{\sqrt{2j_a+1}}\sum_m(-1)^{j_a-m}|a m\rangle_1|a,-m\rangle_2 .$$

Replacing $m$ by $-m$ changes the phase by $(-1)^{2m}=-1$, so this function is already antisymmetric. A matrix element is then one direct integral, with no separate exchange term.

Expand the repulsion as

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2),$$

where $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The Wigner–Eckart theorem gives

$$\langle am|C^k_q|b\mu\rangle=(-1)^{j_a-m}\begin{pmatrix}j_a&k&j_b\\-m&q&\mu\end{pmatrix}\langle a\|C^k\|b\rangle .$$

The second electron has all projections reversed, which multiplies the 3j symbol by $(-1)^{j_a+j_b+k}$. Collect the phases:

- The two Wigner–Eckart factors give $(-1)^{2j_a}=-1$.
- Since $q=m-\mu$, the $m$-dependent part of the remaining phases is $(-1)^{q-m-\mu}=(-1)^{-2\mu}=-1$.
- What is left is $(-1)^{2j_a+2j_b+k}=(-1)^k$, because $2j_a+2j_b$ is even.

The squared 3j symbols sum to one, so

$$V_{ab}=\sum_k(-1)^k\frac{S_k}{\sqrt{(2j_a+1)(2j_b+1)}}\,R^k_{ab},\qquad S_k=\langle a\|C^k\|b\rangle^2 .$$

Here $R^k_{ab}$ is the double radial integral of $r_<^k/r_>^{k+1}$ with the density $P_aP_b+Q_aQ_b$ for each electron; $P$ and $Q$ are the large and small radial functions. Both components have the same angular integrals, because their spinors differ by the factor $-\boldsymbol\sigma\cdot\hat{\mathbf r}$, whose square is one.

Each $q$ contributes equally to $S_k$, so the $q=0$ elements suffice:

$$S_k=(2k+1)\sum_\mu|\langle a\mu|C^k_0|b\mu\rangle|^2 .$$

For $\mu=1/2$ the spinors are

$$s:\ Y_{00}\uparrow,$$
$$p_{1/2}:\ -\sqrt{\tfrac13}Y_{10}\uparrow+\sqrt{\tfrac23}Y_{11}\downarrow,$$
$$p_{3/2}:\ \sqrt{\tfrac23}Y_{10}\uparrow+\sqrt{\tfrac13}Y_{11}\downarrow .$$

Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the $s$–$p$ elements of $C^1_0$ are $-1/3$ and $\sqrt2/3$. The two values of $\mu$ give $S_1=3\cdot2\cdot\frac19=\frac23$ and $S_1=3\cdot2\cdot\frac29=\frac43$. Parity allows no other $k$. Dividing by $\sqrt4$ and $\sqrt8$,

$$V_{12}=-\tfrac13R^1_{s,1/2},\qquad V_{13}=-\tfrac{\sqrt2}{3}R^1_{s,3/2}.$$

Between $p$ states $k=0$ and $k=2$ occur. The mean of $C^2_0$ is $2/5$ in $Y_{10}$ and $-1/5$ in $Y_{11}$.

- For $p_{1/2}$–$p_{3/2}$ the element at $\mu=1/2$ is $-\frac{\sqrt2}{3}\cdot\frac25-\frac{\sqrt2}{3}\cdot\frac15=-\frac{\sqrt2}{5}$. Then $S_2=5\cdot2\cdot\frac2{25}=\frac45$, and $V_{23}=\frac{\sqrt2}{5}R^2_{1/2,3/2}$.
- For $p_{3/2}$–$p_{3/2}$ all four elements have magnitude $1/5$. Again $S_2=\frac45$, and division by 4 gives $\frac15F^2$.
- For $p_{1/2}$–$p_{1/2}$ the $k=2$ term vanishes.

Every diagonal element also has its $F^0$, since $S_0=2j+1$. Here $F^k$ is built from the densities of single orbitals.

The filled core adds $U_a$ per valence electron: twice the direct integral $F^0_{1s,a}$, minus an exchange term $S_kR^k_{1s,a}/(2j_a+1)$. This gives

$$U_{2s}=2F^0-R^0,\qquad U_{2p}=2F^0-\tfrac13R^1,$$

with the same factor $\frac13$ for both $p$ orbitals, because $\frac{2/3}{2}=\frac{4/3}{4}=\frac13$. A diagonal element is thus twice the orbital energy, plus $2U_a$, plus the pair repulsion.

**Low $Z$: why $1:\sqrt2$**

As $Z\alpha\to0$ at fixed $Z$, the two $p$ orbitals acquire the same radial function. Drop the common orbital energy and divide by $Z$. With $g=R^1/3$, $f=F^2/5$ and pair fine structure $\delta$, the matrix is

$$\begin{pmatrix}B&-g&-\sqrt2g\\-g&A&\sqrt2f\\-\sqrt2g&\sqrt2f&A+f+\delta\end{pmatrix}.$$

Set $\delta=0$ and act with the $p$ block on two vectors:

- $(1,\sqrt2)/\sqrt3$ has eigenvalue $A+2f$. Its coupling to $2s^2$ is $(-g-2g)/\sqrt3=-\sqrt3g$.
- $(\sqrt2,-1)/\sqrt3$ has eigenvalue $A-f$. Its coupling is $(-\sqrt2g+\sqrt2g)/\sqrt3=0$.

The first is the spin singlet $2p^2\,{}^1S_0$ and the second is ${}^3P_0$; the numerical check finds $S^2=0$ and $2$. A spin-independent Hamiltonian cannot mix the singlet $2s^2$ with the triplet, so the ground state contains the $1:\sqrt2$ combination. The positive relative sign belongs to the pair phases chosen above.

The hydrogenic integrals give $B=0.94600$, $A+2f=1.15385$ and $-\sqrt3g=-0.05074$, in units of $Z$ hartree. The lower root is

$$e=\tfrac12\left[2.09985-\sqrt{0.20785^2+4(0.05074)^2}\right]=0.9343 .$$

The first row gives the amplitude of ${}^1S_0$ relative to $2s^2$ as $(B-e)/(\sqrt3g)=0.231$. After normalization, $(c_1,c_2,c_3)=(0.974,0.130,0.184)$, a $2p^2$ weight of 5.1%. These amplitudes do not depend on $Z$ at this order, since every element scales as $Z$.

**What sets the crossover**

The bare Dirac energy is $c^2\{[1+(Z\alpha/N)^2]^{-1/2}-1\}$, with $N=n-|\kappa|+\sqrt{\kappa^2-(Z\alpha)^2}$ and $|\kappa|=j+\frac12$. To leading order $N=n-(Z\alpha)^2/(2|\kappa|)$. The part of the energy that depends on $j$ is therefore $-\alpha^2Z^4/(2n^3|\kappa|)$. For $n=2$, $|\kappa|=1$ and $2$ differ by $\alpha^2Z^4/32$. Two electrons double this, and division by $Z$ gives

$$\delta=\frac t{16},\qquad t=\alpha^2Z^3 .$$

Now write rows two and three of the eigenvalue equation for a general matrix $H$ with ground eigenvalue $E$:

$$V_{12}c_1+(H_{22}-E)c_2+V_{23}c_3=0,$$
$$V_{13}c_1+V_{23}c_2+(H_{33}-E)c_3=0 .$$

Multiply the first by $V_{13}$, the second by $V_{12}$, and subtract to remove $c_1$:

$$\frac{c_3}{c_2}=\frac{V_{13}(H_{22}-E)-V_{12}V_{23}}{V_{12}(H_{33}-E)-V_{13}V_{23}}.\qquad(1)$$

For the matrix above, the numerator is $-\sqrt2g(A-f-e)$ and the denominator is $-g(A-f-e+\delta)$. With $e_P=A-f$, the unmixed ${}^3P_0$ energy,

$$\frac{c_3}{c_2}=\frac{\sqrt2}{1+\dfrac{t/16}{e_P-e}}.\qquad(2)$$

This holds for $Z\alpha\to0$ at fixed $t$, where relativistic changes of the integrals, of relative order $(Z\alpha)^2$, disappear while $\delta$ survives.

The ratio has fallen to half of $\sqrt2$ when the pair fine structure equals the gap $e_P-e$. Solving this with the $t$-dependent $e$ gives $t=2.62$, or $Z\approx37$. The full Dirac matrix gives $Z\approx40$; higher orders in the repulsion of the two valence electrons move this to about 39.

For large $t$, the third row gives

$$c_3\simeq\frac{16\sqrt2\,(gc_1-fc_2)}t=\frac{0.589}t .$$

In this scaling model $c_3$ falls as $Z^{-3}$, while $c_2$ tends to 0.163. No $Z^4$ splitting separates $2s^2$ from $2p_{1/2}^2$: in this limit their diagonal difference and their coupling both scale as $Z$, with corrections of relative order $(Z\alpha)^2$.

**Manganese and iridium ions**

Be-like Mn ($Z=25$) and Be-like Ir ($Z=77$) lie on opposite sides of the crossover. With the full Dirac integrals, in hartree:

| | Mn | Ir |
|---|---:|---:|
| $H_{22}-H_{11}$ | 4.480 | 19.612 |
| $H_{33}-H_{11}$ | 5.869 | 152.787 |
| $V_{12}$ | −0.737 | −2.417 |
| $V_{13}$ | −1.048 | −3.579 |
| $V_{23}$ | 0.621 | 1.891 |
| $E-H_{11}$ | −0.264 | −0.366 |

For Mn, $H_{22}-E=4.744$ and $H_{33}-E=6.133$. Equation (1) gives

$$\frac{c_3}{c_2}=\frac{-1.048(4.744)+0.737(0.621)}{-0.737(6.133)+1.048(0.621)}\approx1.17 .$$

For Ir, $H_{22}-E=19.977$ and $H_{33}-E=153.152$, so

$$\frac{c_3}{c_2}=\frac{-3.579(19.977)+2.417(1.891)}{-2.417(153.152)+3.579(1.891)}\approx0.184 .$$

Equation (2) gives 1.08 and 0.135. For Mn, most of the difference is screening: repulsion changes the bare pair fine structure from 1.328 to $1.328-0.380=0.948$ hartree. Using this value in (2), with the nonrelativistic gap $0.1668\times25=4.17$ hartree, gives $\sqrt2/(1+0.948/4.17)=1.15$. The sign of the screening is what one expects if the more compact $2p_{1/2}$ orbital is repelled more strongly.

The weights show where each pair ends up:

| State | $2s^2$ | $2p_{1/2}^2$ | $2p_{3/2}^2$ |
|---|---:|---:|---:|
| Mn ground | 0.959 | 0.017 | 0.024 |
| Mn middle | 0.004 | 0.840 | 0.156 |
| Mn highest | 0.037 | 0.142 | 0.821 |
| Ir ground | 0.986 | 0.014 | 0.0005 |
| Ir middle | 0.014 | 0.986 | 0.0003 |
| Ir highest | 0.0006 | 0.0002 | 0.999 |

The upper two states lie about 123 and 180 eV above the ground state in Mn, and about 0.55 and 4.2 keV above it in Ir, within this model. These are first-order numbers with unscreened orbitals, not predictions for the real ions. Treating the two valence electrons to all orders on a frozen Dirac–Fock $1s^2$ core, still without Breit or QED, changes them as follows. The Mn energies drop to about 113 and 167 eV, with ground weights 0.956, 0.019 and 0.025, $c_2=0.139$ and $c_3/c_2=1.14$. In Ir the middle state drops to 0.53 keV and $c_3/c_2$ to 0.177; a finite nucleus takes these to 0.52 keV and 0.173. The pattern of weights is unchanged.

The amplitude $c_2$ is 0.132 in Mn and 0.118 in Ir, so it does not settle at the scaling value 0.163. The integrals change with $Z\alpha$: from Mn to Ir, $(H_{22}-H_{11})/Z$ rises from 0.179 to 0.255, while $|V_{12}|/Z$ rises only from 0.029 to 0.031. The computed $c_2$ first rises from 0.130 at low $Z$ to a broad maximum of 0.136 near $Z=43$, in the direction the scaling model predicts as $2p_{3/2}^2$ decouples. It then falls slowly to 0.118 at $Z=77$ as the diagonal difference outgrows the coupling, without the collapse seen for $2p_{3/2}^2$.

**A warning about the lightest ions**

At $Z=4$ the calculation gives $c_3/c_2=1.416$, slightly above $\sqrt2$. That excess is not a prediction. The first-order screening correction there is −1.8 times the bare fine structure and reverses its sign, so the expansion in the repulsion has failed for this small quantity. The $1:\sqrt2$ limit itself is safer, because it follows from LS symmetry. The size of the $2p^2$ admixture has no such protection. With the valence repulsion taken to all orders on a frozen core, it is about 9% for Be instead of 5.1%, with $c_3/c_2=1.414$, and $c_2$ is still about 5% above its first-order value at $Z=25$.

## Computed results

```
Nonrelativistic limit, energies in Z hartree
 diagonal 2s^2 0.94600, 2p^2 1S 1.15385, 3P0 1.10111
 coupling 2s^2 to 2p^2 1S: -0.05074
 ground eigenvalue 0.93427, gap to 3P0 0.16684
 ground amplitudes c1 c2 c3: 0.9743 0.1300 0.1838
 2p^2 weight 0.0507; Dirac ratio at x=0.001: 1.41422
 S^2 of (1,sqrt2): 0.000; of (sqrt2,-1): 2.000
Scaling model at large t
 c1 0.9867, c2 0.1628, c3 = K/t with K = 0.5893
 half ratio at t = 2.6199, Z = 36.6
 half ratio in full Dirac matrix: Z = 40.1
Be-like Mn, Z = 25, Z*alpha = 0.1824, t = 0.8321
 H22-H11, H33-H11 (hartree): 4.4800 5.8686
 V12, V13, V23 (hartree): -0.7372 -1.0478 0.6213
 bare pair fine structure (hartree): 1.3277
 screening change of it (hartree): -0.3797
 ground shift from H11 (hartree): -0.2641
 excitations (hartree): 4.5261 6.6148
 excitations (eV): 123.2 180.0
 ground weights 2s^2 2p1/2^2 2p3/2^2: 0.95888 0.01743 0.02369
 middle weights 2s^2 2p1/2^2 2p3/2^2: 0.00379 0.84044 0.15577
 highest weights 2s^2 2p1/2^2 2p3/2^2: 0.03733 0.14213 0.82054
 c3/c2: full 1.1660, scaling model 1.0760
Be-like Ir, Z = 77, Z*alpha = 0.5619, t = 24.3110
 H22-H11, H33-H11 (hartree): 19.6115 152.7866
 V12, V13, V23 (hartree): -2.4170 -3.5786 1.8907
 bare pair fine structure (hartree): 146.3506
 screening change of it (hartree): -14.5630
 ground shift from H11 (hartree): -0.3658
 excitations (hartree): 20.2308 153.2646
 excitations (eV): 550.5 4170.5
 ground weights 2s^2 2p1/2^2 2p3/2^2: 0.98559 0.01394 0.00047
 middle weights 2s^2 2p1/2^2 2p3/2^2: 0.01385 0.98585 0.00030
 highest weights 2s^2 2p1/2^2 2p3/2^2: 0.00056 0.00021 0.99923
 c3/c2: full 0.1841, scaling model 0.1353
Scan: Z, c1, c2, c3, c3/c2, screening/bare fine structure
  4 0.9743 0.1299 0.1839 1.4158 -1.775
 10 0.9746 0.1297 0.1826 1.4075 -0.711
 15 0.9754 0.1299 0.1778 1.3692 -0.474
 20 0.9770 0.1307 0.1684 1.2885 -0.357
 25 0.9792 0.1320 0.1539 1.1660 -0.286
 30 0.9817 0.1336 0.1358 1.0159 -0.239
 40 0.9860 0.1360 0.0967 0.7108 -0.181
 50 0.9887 0.1353 0.0645 0.4768 -0.146
 60 0.9904 0.1312 0.0425 0.3242 -0.124
 70 0.9918 0.1243 0.0284 0.2289 -0.108
 77 0.9928 0.1181 0.0217 0.1841 -0.100
```
